# Dopant diffusion by vacancies and interstitials: enhancement as a transport-weighted sum: test program

```python
"""
Result under test: a dopant A carried in parallel by interstitial pairs AI
and vacancy pairs AV has the diffusivity ratio
    D / D_equilibrium = f_I * s_I + f_V * s_V,
where s_X = C_X / C_X(equilibrium) is the defect supersaturation and f_X is
the fraction of equilibrium dopant transport carried by mechanism X.
r_X : equilibrium ratio of AX pairs to substitutional dopants
d_X : diffusivity of the bound pair; k_X : its dissociation rate
beta: rate of pair annihilation by the opposite defect, relative to
      dissociation, at equilibrium defect concentrations
Lengths are in nm and times in s. The parameters are round model values.
The reference side is the slowest decay rate of a concentration wave,
obtained from the matrix of capture, dissociation and hopping rates.
"""
import numpy as np
from scipy.linalg import expm

step = 0.25                              # hop length along x, nm
hop = np.array([48000.0, 4000.0])        # hops per s each way: AI, AV
k_off = np.array([50.0, 20.0])           # dissociation rates, 1/s
a_cap = np.array([5.0e6, 2.0e6])         # capture coefficients, nm^3/s
c_eq = np.array([1.0e-10, 4.0e-10])      # equilibrium I, V, nm^-3
c_now = np.array([8.0e-10, 1.0e-10])     # actual I, V, nm^-3
wave = 1.0e-3                            # probing wavenumber, 1/nm

d_pair = hop * step**2
r_pair = a_cap * c_eq / k_off
D_part = r_pair * d_pair
D_eq = D_part.sum()
f = D_part / D_eq
s = c_now / c_eq
one = np.ones(2)


def rate_matrix(sup, crowd=1.0, beta=0.0, q=wave):
    """Rates among A, AI, AV (columns are sources) for a wave exp(iqx)."""
    m = np.zeros((3, 3))
    for x in range(2):
        capture = crowd * a_cap[x] * c_eq[x] * sup[x]
        creation = beta * k_off[x] * crowd * r_pair[x]
        loss = k_off[x] * (1.0 + beta * sup[1 - x])
        m[x + 1, 0] += capture + creation
        m[0, 0] -= capture + creation
        m[0, x + 1] += loss
        m[x + 1, x + 1] -= loss
        m[x + 1, x + 1] -= hop[x] * 4.0 * np.sin(q * step / 2)**2
    return m


def slow_diffusivity(m, q=wave):
    return -np.max(np.linalg.eigvals(m).real) / q**2


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Main law. Finite wavenumber and finite pair population both enter at
# about 1e-4, hence the relative tolerance 1e-3.
D_eq_num = slow_diffusivity(rate_matrix(one))
D_num = slow_diffusivity(rate_matrix(s))
E_num = D_num / D_eq_num
E_law = f @ s
assert close(D_eq_num, D_eq, 1e-3)
assert close(E_num, E_law, 1e-3)
f_I_num = slow_diffusivity(rate_matrix([1.0, 0.0])) / D_eq_num
assert close(f_I_num, f[0], 1e-3)
population = r_pair / r_pair.sum()
E_population = population @ s
assert abs(E_num - E_population) > 1.0

# Pair populations that are not small compared with the dopants.
crowd = 1.0e4
E_crowd_num = (slow_diffusivity(rate_matrix(s, crowd))
               / slow_diffusivity(rate_matrix(one, crowd)))
E_crowd = E_law * (1 + crowd * r_pair.sum()) / (1 + crowd * r_pair @ s)
assert close(E_crowd_num, E_crowd, 1e-3)
assert abs(E_crowd_num - E_law) > 0.5

# Annihilation of pairs by the opposite defect.
beta_est = a_cap[::-1] * c_eq[::-1] / k_off
beta = 0.5


def annihilation_ratio(sup):
    return (slow_diffusivity(rate_matrix(sup, beta=beta))
            / slow_diffusivity(rate_matrix(one, beta=beta)))


E_beta_num = annihilation_ratio(s)
s_modified = (s + beta) / (1 + beta * s[::-1])
E_beta = f @ s_modified
assert close(E_beta_num, E_beta, 1e-3)
assert abs(E_beta_num - E_law) > 0.1
s_balanced = np.array([s[0], 1 / s[0]])
E_balanced_num = annihilation_ratio(s_balanced)
assert close(E_balanced_num, f @ s_balanced, 1e-3)

# Two-stage anneal, starting with every dopant substitutional.
times = np.array([600.0, 1400.0])
stages = np.array([s, [2.0, 0.5]])
state = np.array([1.0, 0.0, 0.0])
for duration, sup in zip(times, stages):
    state = expm(rate_matrix(sup) * duration) @ state
variance_num = -2 * np.log(state.sum()) / wave**2
s_mean = times @ stages / times.sum()
E_mean = f @ s_mean
variance_law = 2 * D_eq * E_mean * times.sum()
variance_eq = 2 * D_eq * times.sum()
assert close(variance_num, variance_law, 2e-3)


# Stationary dopant profile in a nonuniform interstitial supersaturation.
def stationary_profile(period, points):
    h = period / points
    x = h * np.arange(points)
    sup_I = 4.5 + 3.5 * np.cos(2 * np.pi * x / period)
    sup = [sup_I, np.full(points, s[1])]
    eye = np.eye(points)
    lap = (np.roll(eye, 1, 0) + np.roll(eye, -1, 0) - 2 * eye) / h**2
    m = np.zeros((3 * points, 3 * points))
    A = slice(0, points)
    for j in range(2):
        P = slice((j + 1) * points, (j + 2) * points)
        capture = np.diag(a_cap[j] * c_eq[j] * sup[j])
        m[A, A] -= capture
        m[P, A] += capture
        m[A, P] += k_off[j] * eye
        m[P, P] += d_pair[j] * lap - k_off[j] * eye
    m[0, :] = 1.0
    rhs = np.zeros(3 * points)
    rhs[0] = points
    dopant = np.linalg.solve(m, rhs)[A]
    return dopant, D_part[0] * sup[0] + D_part[1] * sup[1]


long_period, short_period = 2000.0, 10.0
dopant, D_local = stationary_profile(long_period, 200)
product = dopant * D_local
assert np.max(np.abs(product / product.mean() - 1)) < 5e-3
contrast = dopant.max() / dopant.min()
contrast_law = D_local.max() / D_local.min()
dopant_short, _ = stationary_profile(short_period, 40)
contrast_short = dopant_short.max() / dopant_short.min()
assert abs(contrast_short - contrast_law) > 0.3

# Two charge states of I and AI, for a singly ionized donor. The number
# n_rel is the electron density relative to its intrinsic value.
theta, kappa, exchange = 0.5, 0.2, 200.0
hop_neutral = 19200.0
d_neutral = hop_neutral * step**2


def charged_matrix(sup, n_rel, q=wave):
    """States: A+, AI+, AI0, AV+; electronic equilibrium splits free I."""
    eq_I = c_eq[0] * np.array([1.0, kappa * n_rel])
    total_I = sup[0] * eq_I.sum()
    free_I = total_I * np.array([1.0, kappa * n_rel]) / (1 + kappa * n_rel)
    a_negative = k_off[0] * r_pair[0] * theta / (c_eq[0] * kappa)
    m = np.zeros((4, 4))
    links = [(0, 1, a_cap[0] * free_I[0], k_off[0]),
             (0, 2, a_negative * free_I[1], k_off[0]),
             (0, 3, a_cap[1] * c_eq[1] * sup[1], k_off[1]),
             (1, 2, exchange * n_rel, exchange / theta)]
    for i, j, forward, back in links:
        m[j, i] += forward
        m[i, i] -= forward
        m[i, j] += back
        m[j, j] -= back
    rates = np.array([0.0, hop[0], hop_neutral, hop[1]])
    return m - np.diag(rates * 4 * np.sin(q * step / 2)**2)


n_values = [1.0, 5.0]
f_charge, E_charge, D_charge = [], [], []
for n_rel in n_values:
    D_I_n = r_pair[0] * (d_pair[0] + theta * n_rel * d_neutral)
    D_total = D_I_n + D_part[1]
    f_n = D_I_n / D_total
    reference = slow_diffusivity(charged_matrix(one, n_rel))
    ratio = slow_diffusivity(charged_matrix(s, n_rel)) / reference
    assert close(reference, D_total, 1e-3)
    assert close(ratio, f_n * s[0] + (1 - f_n) * s[1], 1e-3)
    f_charge.append(f_n)
    E_charge.append(ratio)
    D_charge.append(reference)
assert abs(E_charge[1] - E_charge[0]) > 0.1

# Largest interstitial fraction compatible with an observed retardation,
# when s_I > 1 and s_I * s_V = 1.
E_observed = 0.8
scan = np.linspace(1.001, 20.0, 400001)
f_allowed = (E_observed - 1 / scan) / (scan - 1 / scan)
best = np.argmax(f_allowed)
f_bound = (1 - np.sqrt(1 - E_observed**2)) / 2
assert abs(f_allowed[best] - f_bound) < 1e-6
f_test = 0.2
E_scan_min = np.min(f_test * scan + (1 - f_test) / scan)
assert abs(E_scan_min - 2 * np.sqrt(f_test * (1 - f_test))) < 1e-6

nm2_to_cm2 = 1.0e-14
print(f"hop length along x: {step:.2f} nm")
for j, name in enumerate(["I", "V"]):
    print(f"A{name} hop rate each way: {hop[j]:.0f} 1/s")
    print(f"A{name} dissociation rate: {k_off[j]:.0f} 1/s")
    print(f"{name} capture coefficient: {a_cap[j]:.1e} nm^3/s")
    print(f"{name} equilibrium, actual: {c_eq[j]:.1e}, {c_now[j]:.1e} nm^-3")
    print(f"A{name} pair diffusivity: {d_pair[j]:.1f} nm^2/s")
    print(f"A{name} equilibrium pair ratio r: {r_pair[j]:.2e}")
    print(f"A{name} transport part D*: {D_part[j]:.4f} nm^2/s")
    print(f"A{name} migration length: {np.sqrt(d_pair[j]/k_off[j]):.2f} nm")
    print(f"{name} supersaturation, weight f: {s[j]:.3f}, {f[j]:.4f}")
    print(f"A{name} share of pair population: {population[j]:.3f}")
print(f"f_I with V capture switched off: {f_I_num:.5f}")
print(f"D*: {D_eq:.4f} nm^2/s = {D_eq*nm2_to_cm2:.2e} cm^2/s")
print(f"D* from rate matrix: {D_eq_num:.6f} nm^2/s")
print(f"D from rate matrix: {D_num:.5f} nm^2/s = {D_num*nm2_to_cm2:.3e} cm^2/s")
print(f"enhancement, law and rate matrix: {E_law:.4f}, {E_num:.4f}")
print(f"enhancement with population weights: {E_population:.4f}")
print(f"nondilute: pair ratios times {crowd:.0e}")
print(f"nondilute enhancement, law and matrix: {E_crowd:.4f}, {E_crowd_num:.4f}")
print(f"estimated beta for AI, AV: {beta_est[0]:.1e}, {beta_est[1]:.1e}")
print(f"exaggerated beta: {beta:.2f}")
print(f"modified s_I, s_V: {s_modified[0]:.4f}, {s_modified[1]:.4f}")
print(f"enhancement with beta, law and matrix: {E_beta:.4f}, {E_beta_num:.4f}")
print(f"same beta, s_I*s_V=1, law: {f @ s_balanced:.4f}")
print(f"same beta, s_I*s_V=1, matrix: {E_balanced_num:.4f}")
print(f"anneal stage times: {times[0]:.0f}, {times[1]:.0f} s")
print(f"second stage s_I, s_V: {stages[1,0]:.2f}, {stages[1,1]:.2f}")
print(f"time-averaged s_I, s_V: {s_mean[0]:.3f}, {s_mean[1]:.3f}")
print(f"time-averaged enhancement: {E_mean:.4f}")
print(f"variance, law and matrix: {variance_law:.2f}, {variance_num:.2f} nm^2")
print(f"variance at equilibrium, same time: {variance_eq:.2f} nm^2")
print(f"profile test: s_I from 1 to 8, s_V = {s[1]:.2f}")
print(f"dopant max/min, flux law: {contrast_law:.4f}")
print(f"dopant max/min, period {long_period:.0f} nm: {contrast:.4f}")
print(f"dopant max/min, period {short_period:.0f} nm: {contrast_short:.4f}")
print(f"charged model: theta {theta}, kappa {kappa}, d(AI0) {d_neutral:.0f} nm^2/s")
for n_rel, f_n, D_n, E_n in zip(n_values, f_charge, D_charge, E_charge):
    print(f"n/n_i={n_rel:.0f}: f_I {f_n:.4f}, D* {D_n:.5f} nm^2/s, E {E_n:.4f}")
print(f"retardation E={E_observed:.2f}: f_I at most {f_bound:.4f}")
print(f"bound reached at s_I: {scan[best]:.3f}")
print("no test failed")
```

Printed output:

```
hop length along x: 0.25 nm
AI hop rate each way: 48000 1/s
AI dissociation rate: 50 1/s
I capture coefficient: 5.0e+06 nm^3/s
I equilibrium, actual: 1.0e-10, 8.0e-10 nm^-3
AI pair diffusivity: 3000.0 nm^2/s
AI equilibrium pair ratio r: 1.00e-05
AI transport part D*: 0.0300 nm^2/s
AI migration length: 7.75 nm
I supersaturation, weight f: 8.000, 0.7500
AI share of pair population: 0.200
AV hop rate each way: 4000 1/s
AV dissociation rate: 20 1/s
V capture coefficient: 2.0e+06 nm^3/s
V equilibrium, actual: 4.0e-10, 1.0e-10 nm^-3
AV pair diffusivity: 250.0 nm^2/s
AV equilibrium pair ratio r: 4.00e-05
AV transport part D*: 0.0100 nm^2/s
AV migration length: 3.54 nm
V supersaturation, weight f: 0.250, 0.2500
AV share of pair population: 0.800
f_I with V capture switched off: 0.75002
D*: 0.0400 nm^2/s = 4.00e-16 cm^2/s
D* from rate matrix: 0.039996 nm^2/s
D from rate matrix: 0.24246 nm^2/s = 2.425e-15 cm^2/s
enhancement, law and rate matrix: 6.0625, 6.0622
enhancement with population weights: 1.8000
nondilute: pair ratios times 1e+04
nondilute enhancement, law and matrix: 4.7862, 4.7863
estimated beta for AI, AV: 1.6e-05, 2.5e-05
exaggerated beta: 0.50
modified s_I, s_V: 7.5556, 0.1500
enhancement with beta, law and matrix: 5.7042, 5.7039
same beta, s_I*s_V=1, law: 6.0312
same beta, s_I*s_V=1, matrix: 6.0309
anneal stage times: 600, 1400 s
second stage s_I, s_V: 2.00, 0.50
time-averaged s_I, s_V: 3.800, 0.425
time-averaged enhancement: 2.9562
variance, law and matrix: 473.00, 472.94 nm^2
variance at equilibrium, same time: 160.00 nm^2
profile test: s_I from 1 to 8, s_V = 0.25
dopant max/min, flux law: 7.4615
dopant max/min, period 2000 nm: 7.4607
dopant max/min, period 10 nm: 6.1663
charged model: theta 0.5, kappa 0.2, d(AI0) 1200 nm^2/s
n/n_i=1: f_I 0.7826, D* 0.04600 nm^2/s, E 6.3147
n/n_i=5: f_I 0.8571, D* 0.06999 nm^2/s, E 6.8914
retardation E=0.80: f_I at most 0.2000
bound reached at s_I: 2.000
no test failed
```
